# Why a low-permittivity layer costs more capacitance at the inner electrode

**Q:** I am building coaxial capacitors with a high-permittivity dielectric, and a thin layer of poorer material always ends up against one of the electrodes. On flat test capacitors it makes no difference which electrode that is. In the coaxial geometry I am told it does. Two capacitors in series can be swapped without changing the total, so how can the position matter?

**A:** Swapping two fixed capacitors changes nothing. But when you move a layer of fixed thickness to another radius, you do not move a fixed capacitor. Its area changes, and so does its capacitance.

To make the comparison definite, let the inner electrode have radius $a$ and the outer one radius $b$, with total dielectric thickness $T=b-a$. The good dielectric has relative permittivity $k_H$. A shell of thickness $t<T$ has the lower value $k_L$. I hold $a$, $b$, $t$ and both permittivities fixed and change the position of the shell alone. The cost of the shell is the drop in capacitance from the same capacitor filled entirely with $k_H$. I take linear materials, ideal metal electrodes and a cylinder long enough for its ends to be ignored.

**Q:** Where does the radius enter?

**A:** Through Gauss's law. I use atomic units, in which $4\pi\varepsilon_0=1$. Put charge $q$ per unit length on the inner electrode and $-q$ on the outer one. A cylinder of radius $r$ and length $L$ between them encloses charge $qL$ and has side area $2\pi rL$, so

$$
2\pi rL\,kE=4\pi qL
\quad\Longrightarrow\quad
E(r)=\frac{2q}{k(r)\,r}.
$$

The field points outward for positive $q$. The voltage of the inner electrode relative to the outer one is therefore positive:

$$
V=\int_a^bE\,dr=2q\,\Sigma,
\qquad
\Sigma=\int_a^b\frac{dr}{k(r)\,r}.
$$

The capacitance per length is

$$
\frac{C}{L}=\frac{q}{V}=\frac{1}{2\Sigma}.
$$

A large $\Sigma$ means a large voltage for a given charge, hence a small capacitance.

Now replace $k_H$ by $k_L$ in a slice of thickness $dr$ at radius $r$, keeping the charge fixed. The voltage rises by

$$
dV=2q\left(\frac1{k_L}-\frac1{k_H}\right)\frac{dr}{r}.
$$

The factor $1/r$ is the reason for the effect. All the flux leaving the inner electrode must cross every cylinder around it, and near the inner electrode it is squeezed through a smaller area. Poor material placed there adds more voltage per unit thickness.

**Q:** That covers a very thin slice. What happens for a shell of finite thickness?

**A:** Let the shell run from $s$ to $s+t$. The integral has three parts:

$$
\Sigma(s)=\frac1{k_H}\ln\frac{s}{a}
+\frac1{k_L}\ln\frac{s+t}{s}
+\frac1{k_H}\ln\frac{b}{s+t}.
$$

Add and subtract $(1/k_H)\ln[(s+t)/s]$. The three logarithms multiplied by $1/k_H$ then combine into $\ln(b/a)$, leaving

$$
\Sigma(s)=\frac{1}{k_H}\ln\frac ba
+\left(\frac1{k_L}-\frac1{k_H}\right)\ln\left(1+\frac ts\right).
$$

The first term is the uniform capacitor, $\Sigma_0$. The second is what the shell adds. Since

$$
\frac{d}{ds}\ln\left(1+\frac ts\right)
=\frac1{s+t}-\frac1s
=-\frac{t}{s(s+t)}<0,
$$

the added part falls steadily as the shell moves outward.

For the two end positions, set $s=a$ and $s=b-t$. The logarithms are $\ln[(a+t)/a]$ and $\ln[b/(b-t)]$. Subtracting the outer value from the inner one gives

$$
\Sigma_{\rm in}-\Sigma_{\rm out}
=\left(\frac1{k_L}-\frac1{k_H}\right)
\ln\frac{(a+t)(b-t)}{ab}.
$$

The product in the numerator is $ab+t(b-a)-t^2=ab+t(T-t)$. Hence

$$
\Sigma_{\rm in}-\Sigma_{\rm out}
=\left(\frac1{k_L}-\frac1{k_H}\right)
\ln\left[1+\frac{t(T-t)}{ab}\right].
$$

For $k_L<k_H$ and $0<t<T$ both factors are positive. The inner position therefore has the larger $\Sigma$ and the smaller capacitance, without any thin-layer approximation.

**Q:** Does the difference keep growing as the layer gets thicker?

**A:** No. At fixed $a$ and $b$, the product $t(T-t)$ has derivative $T-2t$, so the difference in $\Sigma$ is largest at $t=T/2$. For a poor layer, the difference in capacitance peaks at a smaller thickness. It equals the difference in $\Sigma$ divided by $2\,\Sigma_{\rm in}\Sigma_{\rm out}$ per unit length, and both factors in that product grow with $t$. Both differences vanish at $t=T$, where the poor material fills the whole gap and has no position left to choose.

The sign depends on the permittivities. If the shell had the higher permittivity, it would reduce $\Sigma$, and the reduction would be larger at the inner electrode. The inner position is where any change of permittivity has the greater effect.

**Q:** Is the ratio of the two effects simply $b/a$, the ratio of the electrode areas?

**A:** That is the limit of a vanishing shell. The ratio of the added parts is

$$
R=\frac{\ln(1+t/a)}{-\ln(1-t/b)}.
$$

For small $t$, the numerator is $(t/a)(1-t/2a+\cdots)$ and the denominator is $(t/b)(1+t/2b+\cdots)$. Dividing and keeping the first correction gives

$$
R\simeq\frac ba\left[1-\frac t2\left(\frac1a+\frac1b\right)\right].
$$

The correction is negative because the inner shell extends outward from $a$, to larger areas, while the outer shell extends inward from $b$, to smaller ones. Their average areas differ by less than the electrode areas do. For any thickness below $T$ we have $1<R<b/a$. The lower bound follows from the positive difference found above. The upper one follows from $\ln(1+u)<u$ and $-\ln(1-v)>v$ for $u>0$ and $0<v<1$.

**Q:** I measure capacitance, not $\Sigma$. Is the ratio of the capacitance losses also $R$?

**A:** It is smaller than $R$. Measure the added part against the uniform value:

$$
x=\frac{\Sigma-\Sigma_0}{\Sigma_0}
=\left(\frac{k_H}{k_L}-1\right)\frac{\ln(1+t/s)}{\ln(b/a)}.
$$

Then $C/C_0=\Sigma_0/\Sigma=1/(1+x)$, and the lost fraction is

$$
\frac{C_0-C}{C_0}=\frac{x}{1+x}.
$$

This rises with $x$, so the inner shell still costs more. But it rises ever more slowly, with slope $1/(1+x)^2$, and it stays below 1, since no capacitor can lose more than all its capacitance. The ratio of losses is

$$
\frac{C_0-C_{\rm in}}{C_0-C_{\rm out}}
=R\,\frac{1+x_{\rm out}}{1+x_{\rm in}}<R.
$$

If the ratio $k_H/k_L$ is made very large, both losses approach 100 percent and their ratio approaches 1. The position still matters for what remains: $C_{\rm out}/C_{\rm in}=(1+x_{\rm in})/(1+x_{\rm out})$ then approaches $R$.

**Q:** Please put in numbers for a memory cell.

**A:** Take rough values in the regime of a pillar-type DRAM cell with a zirconia-based dielectric: $a=8$ nm, $b=13$ nm, $t=0.5$ nm, $k_H=40$, $k_L=10$ and a height of 1000 nm. The three logarithms are

$$
\ln\frac{13}{8}=0.48551,\quad
\ln\frac{8.5}{8}=0.06062,\quad
\ln\frac{13}{12.5}=0.03922.
$$

The uniform value is $\Sigma_0=0.48551/40=0.012138$. Since $k_H/k_L-1=3$,

$$
x_{\rm in}=\frac{3(0.06062)}{0.48551}=0.3746,
\qquad
x_{\rm out}=\frac{3(0.03922)}{0.48551}=0.2423.
$$

The uniform capacitor has 4.583 fF. Dividing by $1+x$ gives

$$
C_{\rm in}=\frac{4.583}{1.3746}=3.334\ \text{fF},
\qquad
C_{\rm out}=\frac{4.583}{1.2423}=3.689\ \text{fF}.
$$

In atomic units these are 29.97 and 33.16 per unit length. The losses are 1.249 fF, or 27.3 percent, at the inner electrode and 0.894 fF, or 19.5 percent, at the outer one. Their ratio is 1.40, compared with $R=1.55$ and $b/a=1.63$.

As a test of the formula for $\Sigma(s)$, Laplace's equation was solved numerically for seven shell positions from the inner to the outer electrode, and the capacitance was taken from the field energy. The results agreed with the formula to within one part in a million, and the capacitance rose at each step outward.

**Q:** What would I see at the terminals if I fixed the charge instead?

**A:** The difference would appear as voltage. At fixed charge, $V$ is proportional to $\Sigma$, so the shell adds $x$ times the voltage of the uniform capacitor. With the charge that puts 0.50 V on the uniform capacitor, the inner shell adds 0.187 V and the outer shell 0.121 V.

If you hold the voltage at 0.50 V instead, $q=V/(2\Sigma)$ and the field is $E=V/(kr\Sigma)$. The shell is one tenth of the dielectric thickness, yet it takes 36.3 percent of the voltage at the inner electrode and 26.0 percent at the outer one. Its peak field in the inner position is

$$
E=\frac{0.50\ \text{V}}{10\times8\ \text{nm}\times0.016685}
=0.375\ \text{V/nm}=3.75\ \text{MV/cm}.
$$

In the outer position the peak is 2.65 MV/cm. The good dielectric shows the opposite order: its peak field is 0.88 MV/cm with the shell inside and 1.04 MV/cm with the shell outside, where the good dielectric itself touches the inner electrode. Against rough breakdown fields of 8 MV/cm for the shell and 4 MV/cm for the good dielectric, all four values leave a margin. Those limits are assumed inputs, not results of the model.

**Q:** How wide must the capacitor be before I can forget the effect?

**A:** Keep $T$, $t$ and the permittivities fixed and increase $a$. The percentages lost are:

| $a$ (nm) | Inner shell | Outer shell |
|---:|---:|---:|
| 4 | 30.35 | 17.45 |
| 8 | 27.3 | 19.5 |
| 16 | 25.34 | 21.00 |
| 32 | 24.26 | 21.94 |
| 1000 | 23.12 | 23.04 |

When $a\gg T$, the logarithms become $\ln(1+t/s)\simeq t/a$ and $\ln(b/a)\simeq T/a$. The radius cancels, and

$$
x\to\left(\frac{k_H}{k_L}-1\right)\frac tT=3\times0.1=0.3.
$$

The loss tends to $0.3/1.3=23.1$ percent for either position. This is the flat-plate result you already know. What matters is the dielectric thickness relative to the electrode radius.

In percentages, every inner value in the table exceeds every outer one, even at different radii. If you count femtofarads, however, fixing $T$ alone is not enough, and the inner-outer comparison must be made at the same $a$. The uniform capacitance per length, $k_H/[2\ln(1+T/a)]$, grows without limit as $a$ grows, while the lost fraction tends to a constant. A sufficiently wide capacitor with its poor layer outside therefore loses more femtofarads than a narrow one with the layer inside.

**Q:** My two interfaces never grow layers of quite the same thickness. Could that hide the effect?

**A:** Yes. Let an outer layer of thickness $t'$ cost as much as an inner layer of thickness $t$, with the same permittivity and the same electrode radii. Their logarithms must be equal:

$$
\frac{a+t}{a}=\frac{b}{b-t'}
\quad\Longrightarrow\quad
b-t'=\frac{ab}{a+t}
\quad\Longrightarrow\quad
t'=\frac{bt}{a+t}.
$$

Here $t'=13\times0.5/8.5=0.765$ nm. An outer layer thicker by about 0.26 nm, roughly an atomic spacing, cancels the advantage of its position. A difference in permittivity between the two layers could do the same.

**Q:** How far can I trust these numbers for a real cell?

**A:** The dimensions and permittivities are rough typical values, and the assumption that moves the capacitance most, among those I have estimated, is the ideal electrode. In a real metal the field penetrates a short distance $\lambda$. With a surface field $2q/r$ inside the metal, taking its background permittivity as 1, this adds a voltage of about $2q\lambda/r$ at each electrode, and so adds $\lambda/a+\lambda/b$ to $\Sigma$. A free-electron Thomas-Fermi estimate with $5\times10^{22}$ electrons per cm³ gives $\lambda=0.060$ nm. The addition is then about 0.012, as large as $\Sigma_0$ itself. The uniform capacitance falls from 4.58 to 2.29 fF, and the values with the shell become 1.93 fF inside and 2.04 fF outside. The estimate omits the spill-out of electrons beyond the metal surface, which acts in the opposite direction. It is only a rough guide, but it shows that the absolute capacitances above are not predictions for a device.

**Q:** The gap between the two positions has shrunk from 0.35 to 0.11 fF. Has screening weakened the geometric effect?

**A:** The difference in $\Sigma$ is unchanged, because the same electrode term is added in both cases. The capacitance difference is

$$
\frac{C_{\rm out}-C_{\rm in}}{L}
=\frac1{2\Sigma_{\rm out}}-\frac1{2\Sigma_{\rm in}}
=\frac{\Sigma_{\rm in}-\Sigma_{\rm out}}{2\,\Sigma_{\rm in}\Sigma_{\rm out}},
$$

and screening increases both factors in the denominator. Any further series contribution that is the same for both positions acts in this way.

The other corrections I have estimated are smaller. A hemispherical closed end adds 0.03 to 0.04 fF. If $k_H$ falls quadratically with field, by an assumed 5 percent at 1 MV/cm, the ideal-electrode values, taken as charge divided by voltage at 0.50 V, become 3.28 fF inside and 3.59 fF outside; the small-signal values $dQ/dV$ at that bias are 3.16 and 3.38 fF. The order survives in both estimates. A shell 0.5 nm thick is only a few atoms across, so its permittivity is an effective value that may itself depend on the electrode it touches.

**Q:** Then should I put the poor layer at the outer electrode whenever I have the choice?

**A:** For capacitance, yes, provided that its thickness and permittivity are the same in either place and that $a$ and $b$ do not change. "Inner" here means the smaller radius, not the electrode made first. In a hole lined from the outside in, the first electrode is the outer one.

Leakage is a separate condition. For a barrier of 1.5 eV in both materials, a tunnelling mass of 0.3 electron masses and 360 K, a semiclassical estimate at a constant 0.50 V, with a flat-barrier current density multiplied by the area of the emitting electrode, gives a charge loss in 64 ms of about 5 percent with the shell inside and 4 percent with it outside, each for the worse polarity. Keeping the cylindrical geometry in the tunnelling, with angular momentum about the axis conserved, changes these to about 7 and 3 percent. All such figures depend exponentially on the assumed inputs and are not predictions: a mass of 0.4 instead of 0.3 lowers them about a hundredfold, and a change of 0.2 eV in the barrier moves them about tenfold. In a flat-geometry comparison at one energy, direct solution of the wave equation gave 2.4 times the semiclassical transmission. That factor assumes electrodes whose band bottom lies 5 eV below the Fermi level, with the same mass as in the barrier, and it changes with this depth. Leakage through traps is not included, nor is the lowering of the barrier by the image force, which for an optical permittivity of 4.5 would increase the leakage roughly tenfold. If your layer is there to block electrons from one particular electrode, its barrier height at that electrode may matter more than the capacitance gained by moving it. The numerical output below lists the other main values used here.

## Numbers as computed

```
inner radius a = 8.0 nm, outer radius b = 13.0 nm
total thickness T = 5.0 nm, shell t = 0.5 nm
permittivities kH = 40, kL = 10
height = 1000 nm, voltage = 0.50 V
ln(b/a) = 0.48551
shell logarithm inner = 0.06062
shell logarithm outer = 0.03922
Sigma uniform = 0.012138
Sigma inner = 0.016685, outer = 0.015079
x inner = 0.3746, x outer = 0.2423
ratio of added Sigma = 1.5457, b/a = 1.6250
thin-shell estimate of ratio = 1.5430
C uniform = 4.583 fF
C inner = 3.334 fF, C outer = 3.689 fF
C/length inner = 29.97 a.u., outer = 33.16 a.u.
loss inner = 1.249 fF = 27.3 percent
loss outer = 0.894 fF = 19.5 percent
ratio of capacitance losses = 1.397
extra voltage at equal charge, inner = 0.1873 V
extra voltage at equal charge, outer = 0.1212 V
equal-cost outer thickness = 0.765 nm
voltage share of shell: inner 36.3, outer 26.0 percent
Other inner radii, same T, t, kH, kL:
a = 4 nm: loss inner 30.35, outer 17.45 percent
a = 16 nm: loss inner 25.34, outer 21.00 percent
a = 32 nm: loss inner 24.26, outer 21.94 percent
a = 1000 nm: loss inner 23.12, outer 23.04 percent
Neglected effects (rough inputs):
electrode electron density = 5.0e+22 cm^-3
screening length = 0.0604 nm
with screening: C uniform = 2.286 fF
with screening: C inner = 1.926, outer = 2.040 fF
end cap adds: inner 0.0317, outer 0.0388 fF
assumed kH drop at 1 MV/cm = 5 percent
with kH drop: C inner = 3.277, outer = 3.589 fF
rough breakdown fields: kL 8, kH 4 MV/cm
peak field in kL: inner 3.75, outer 2.65 MV/cm
peak field in kH: inner case 0.88, outer case 1.04 MV/cm
barrier = 1.5 eV, tunnelling mass = 0.3 m_e
temperature = 360 K, holding time = 64 ms
charge fraction leaked: inner 5.1e-02, outer 4.2e-02
direct / WKB transmission = 2.41
```
